# SLLOD Shear Flow: Sliding Boundaries, Dissipated Power and Green–Kubo Viscosity

## A gas without forces

Take $N$ free particles of mass $m$ in a volume $V$, carried by a flow with velocity $\gamma y$ along $x$. Measure each momentum relative to the local flow: $p_x=m(v_x-\gamma y)$, $p_y=mv_y$, $p_z=mv_z$. Free flight keeps $v_x$ and $v_y$ constant, so

$$\dot p_x=-m\gamma\dot y=-\gamma p_y,\qquad p_x(t)=p_x(0)-\gamma t\,p_y .$$

A particle moving upward enters faster fluid and lags behind it. Let the relative momenta be thermal at $t=0$, with independent components and $\langle p_y^2\rangle=mkT$. The shear component of the pressure tensor is then

$$\langle P_{xy}\rangle=\frac1V\Big\langle\sum_i\frac{p_{xi}p_{yi}}{m}\Big\rangle=-\gamma t\,\frac{NkT}{V}.$$

The kinetic energy relative to the flow rises because $\langle p_x^2\rangle=mkT(1+\gamma^2t^2)$. Its mean gain is $NkT\gamma^2t^2/2$, whose time derivative $NkT\gamma^2t$ equals $-\gamma\langle P_{xy}\rangle V$. The ratio $-\langle P_{xy}\rangle/\gamma=NkTt/V$ grows without limit: a finite viscosity needs collisions that make the stress forget its past. With forces, the same three elements remain: relative momenta, an energy balance and a stress memory.

## Equations of motion

For a flow $\mathbf u(\mathbf r)$ define the peculiar momentum $\mathbf p=m[\mathbf v-\mathbf u(\mathbf r)]$. For steady $\mathbf u$, Newton's law gives

$$\dot{\mathbf p}=\mathbf F-m\,\mathbf v\cdot\nabla\mathbf u=\mathbf F-\mathbf p\cdot\nabla\mathbf u-m\,\mathbf u\cdot\nabla\mathbf u .$$

For $\mathbf u=(\gamma y,0,0)$ the last term vanishes, since $\mathbf u$ points along $x$ and does not vary along $x$. The SLLOD equations for planar shear follow:

$$\dot x=\frac{p_x}{m}+\gamma y,\quad \dot y=\frac{p_y}{m},\quad \dot z=\frac{p_z}{m},$$
$$\dot p_x=F_x-\gamma p_y,\quad \dot p_y=F_y,\quad \dot p_z=F_z .$$

At constant $\gamma$ they are Newton's equations in other variables. Switching on is different. If $\gamma$ depends on time, Newton's law adds $-m\dot\gamma y$ to $\dot p_x$, while SLLOD omits it. Omitting it amounts to applying an external force $m\dot\gamma y$. For a sudden start this is an impulse $m\gamma y$, which gives each particle the local flow velocity and leaves $\mathbf p$ unchanged.

## Sliding images

In a periodic cube of side $L$, a particle and its image one cell higher must have flow velocities differing by $\gamma L$. The row of cells with index $b$ is therefore displaced by $b\gamma tL$ along $x$. These are the Lees–Edwards boundaries. The lattice vectors are

$$\mathbf R=L\,(a+b\gamma t,\;b,\;c),\qquad a,b,c\ \text{integers}.$$

A particle leaving through the top face is replaced by its image entering below:

$$y\to y-L,\qquad x\to x-\gamma tL,\qquad v_x\to v_x-\gamma L,\qquad \mathbf p\to\mathbf p .$$

Code that stores $\mathbf p$ makes no momentum correction; code that stores $\mathbf v$ must change $v_x$.

For forces of range below $L/2$, find the image within range, if there is one, by removing the nearest integer number of rows from $y_i-y_j$, shifting $x_i-x_j$ by $\gamma tL$ per removed row, and then reducing $x$ and $z$. An interacting pair has every separation component below $L/2$ in magnitude, so this order finds its unique interacting image.

## The energy balance

Let $\phi$ be the pair energy, $\mathbf F_{ij}$ the force on $i$ from $j$, and $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j-\mathbf R$ the separation from the image selected in this way. The internal energy is

$$H_0=\sum_i\frac{p_i^2}{2m}+\sum_{i<j}\phi(r_{ij}).$$

The lattice vector also moves, with $\dot R_x=\gamma bL$. Hence

$$\dot x_{ij}=\frac{p_{xi}-p_{xj}}{m}+\gamma(y_i-y_j)-\gamma bL=\frac{p_{xi}-p_{xj}}{m}+\gamma y_{ij}.$$

A change of selected image occurs beyond the force range and does not affect the energy. The two parts of $H_0$ change at the rates

$$\frac{d}{dt}\sum_i\frac{p_i^2}{2m}=\sum_i\frac{\mathbf F_i\cdot\mathbf p_i}{m}-\gamma\sum_i\frac{p_{xi}p_{yi}}{m},$$

$$\frac{d}{dt}\sum_{i<j}\phi=-\sum_{i<j}\mathbf F_{ij}\cdot\dot{\mathbf r}_{ij}=-\sum_i\frac{\mathbf F_i\cdot\mathbf p_i}{m}-\gamma\sum_{i<j}y_{ij}F_{x,ij}.$$

In the second line $\mathbf F_{ji}=-\mathbf F_{ij}$ turned the pair sum into a particle sum. Adding the lines cancels the terms in $\mathbf F_i\cdot\mathbf p_i$:

$$\boxed{\dot H_0=-\gamma VP_{xy}},\qquad VP_{xy}=\sum_i\frac{p_{xi}p_{yi}}{m}+\sum_{i<j}y_{ij}F_{x,ij}.$$

No expansion in $\gamma$ was made. The "stress" in this power law is the pressure tensor; with mechanical stress $\sigma_{xy}=-P_{xy}$ the power is $+\gamma\sigma_{xy}V$. The identity gives the instantaneous rate of work, which may be negative. Its mean is the mean rate of work, part of which can be stored elastically; in viscous flow, where $\langle P_{xy}\rangle=-\eta\gamma$, it is the dissipated power $\eta\gamma^2V$.

If the images are wrongly held still, the term $-\gamma bL$ is missing from $\dot x_{ij}$. The energy then changes at the additional rate $-\gamma\sum bLF_{x,ij}$, summed over pairs interacting across the $y$ faces.

For first-principles forces there is no pair sum. Let $U$ be the Born–Oppenheimer energy and $\epsilon$ a tilt that moves atoms and lattice together by $\delta x=\epsilon y$. The flow tilts both at rate $\gamma$, so $\dot U=-\sum_i\mathbf F_i\cdot\mathbf p_i/m+\gamma\,\partial U/\partial\epsilon$. The same cancellation gives the boxed law with $VP_{xy}=\sum_ip_{xi}p_{yi}/m-\partial U/\partial\epsilon$. The stress must be the strain derivative of the energy actually used, and the electrons must stay in the state whose energy is $U$.

## From the work to the distribution

Start from the canonical distribution with zero total momentum. The SLLOD flow preserves phase-space volume: $\dot x$ does not depend on $x$, $\dot p_x$ does not depend on $p_x$, and likewise for the other components. Total momentum stays zero, because internal forces cancel and $\sum_i\dot p_{xi}=-\gamma\sum_ip_{yi}=0$. The constraint is preserved without an extra factor, since total momentum transforms by a shear of unit determinant.

The phase-space density $f$ is thus constant along a trajectory. Let $\Gamma_t$ be the phase point at time $t$ and $W=-\gamma V\int_0^tP_{xy}(s)\,ds$ the work done on the way. The energy balance gives $H_0(\Gamma_0,0)=H_0(\Gamma_t,t)-W$, so

$$f(\Gamma_t,t)=\frac{1}{Z(0)}\exp\!\Big[-\frac{H_0(\Gamma_t,t)}{kT}\Big]\exp\!\Big[\frac{W}{kT}\Big].$$

Here $Z(\epsilon)$ is the partition function of a cell with tilt $\epsilon$, and $\epsilon=\gamma t$ at time $t$. Averaging $e^{-W/kT}$ with this density cancels the last factor:

$$\langle e^{-W/kT}\rangle=\frac{Z(\gamma t)}{Z(0)} .$$

In a large fluid the free energy does not depend on the cell's shape at fixed volume. When finite-size differences in $Z$ are negligible the right side is 1, and convexity of the exponential gives $\langle W\rangle\ge0$. Under this condition the accumulated work $W$ can still be negative on individual trajectories, but its mean cannot.

## Linear response

Since $W$ is of order $\gamma$, expand the last factor of $f$ and average $P_{xy}$:

$$\langle P_{xy}(t)\rangle=\langle P_{xy}\rangle_{\epsilon=\gamma t}-\frac{\gamma V}{kT}\int_0^t\langle P_{xy}(s)P_{xy}(t)\rangle_0\,ds+O(\gamma^2).$$

The first average is the equilibrium one in a tilted cell. To evaluate it, map the untilted cell onto the tilted one by $x\to x+\epsilon y$, $p_x\to p_x-\epsilon p_y$, which has unit Jacobian. The derivative of $H_0$ along this map is $-VP_{xy}$. With the free energy $\mathcal F=-kT\ln Z$,

$$\frac{\partial\mathcal F}{\partial\epsilon}=-V\langle P_{xy}\rangle_\epsilon .$$

Reflection $x\to-x$ makes $\mathcal F$ even in $\epsilon$ for a cubic cell. To first order, therefore, $\langle P_{xy}\rangle_\epsilon=-G_{\rm eq}\epsilon$ with $G_{\rm eq}=V^{-1}\mathcal F''(0)$, and the ratio $Z(\epsilon)/Z(0)$ differs from 1 only at second order.

Equilibrium correlations depend on the time difference alone. Replacing $t-s$ by $s$ gives the transient viscosity

$$\eta(t)\equiv-\lim_{\gamma\to0}\frac{\langle P_{xy}(t)\rangle}{\gamma}=G_{\rm eq}t+\frac{V}{kT}\int_0^t\langle P_{xy}(0)P_{xy}(s)\rangle_0\,ds .$$

The elastic term follows from differentiating $-kT\ln Z$ twice:

$$G_{\rm eq}=G_\infty-\frac{V}{kT}\langle P_{xy}^2\rangle_0,\qquad G_\infty=\frac1V\Big[(N-1)kT+\Big\langle\sum_{i<j}y_{ij}^2\frac{\partial^2\phi}{\partial x_{ij}^2}\Big\rangle_0\Big].$$

Here $G_\infty$ is the mean second derivative of $H_0$ under the map. The factor $N-1$ comes from $\sum_i\langle p_{yi}^2\rangle/m$ at zero total momentum.

A large fluid has $G_{\rm eq}=0$. If the stress correlation is integrable, $t\to\infty$ leaves the Green–Kubo formula:

$$\boxed{\eta=\frac{V}{kT}\int_0^\infty\langle P_{xy}(0)P_{xy}(s)\rangle_0\,ds}.$$

The order of limits used here is $\gamma\to0$ at fixed volume, then large system, then $t\to\infty$; the system must be made large before $t\to\infty$, or the term $G_{\rm eq}t$ survives. An elastic solid has $G_{\rm eq}>0$, and its stress grows with strain instead of settling at a value proportional to $\gamma$.

At short times the integral is $tV\langle P_{xy}^2\rangle_0/kT$. Adding $G_{\rm eq}t$ gives $\eta(t)\approx G_\infty t$, so even a fluid first responds elastically. For the free gas $G_\infty=NkT/V$ when $N$ is large, and this short-time law holds for all $t$, as found at the start.

The mean work is $\langle W\rangle=\gamma^2V\int_0^t\eta(s)\,ds$ to leading order. Heating is second order in $\gamma$ and does not alter the linear coefficient at fixed $t$, but it prevents a steady state. A friction term $-\alpha\mathbf p$ in $\dot{\mathbf p}$ changes the balance to

$$\dot H_0=-\gamma VP_{xy}-\alpha\sum_i\frac{p_i^2}{m}.$$

In a steady state the mean of the left side is zero, so the mean heat removed equals the mean shear work. The response derivation above is for motion without this friction; a strong thermostat needs its own.

## Time step

One step of length $h$ can be built from simple substeps:

1. Add $hF/2$ to all momenta, then subtract $h\gamma p_y/2$ from $p_x$.
2. Add $hp_x/m+\gamma(hy+h^2p_y/2m)$ to $x$, using the old $y$. Add $hp_y/m$ to $y$ and $hp_z/m$ to $z$.
3. Advance the tilt by $\gamma h$ and compute new forces.
4. Subtract $h\gamma p_y/2$ from $p_x$, then add $hF/2$ to all momenta.

Each substep shifts some variables by functions of the others, so the step preserves phase-space volume.

## Worked example

Use the pair energy $50\,kT(1-r^2/a^2)^4$ for $r<a$ and zero beyond. Units are $a$, $m$, $kT$ and $t_0=a\sqrt{m/kT}$.

**One trajectory.** Eight particles start near a cubic lattice in a cell of side $2.2a$, with random thermal momenta and $\gamma=1/t_0$. Fourth-order Runge–Kutta integration over $1\,t_0$ takes $H_0$ from $8.18072$ to $12.77536\,kT$, a gain of $4.5946\,kT$. Simpson integration of $-\gamma VP_{xy}$ gives the same $4.5946\,kT$. The power ranges from $-1.01$ to $11.42\,kT/t_0$, so the system returns work during part of the run. With static images, the energy change and the integrated work differ by up to $6.98\,kT$ during the run.

**A fluid.** Now 27 particles occupy a cell of side $3.5a$, so $V=42.875a^3$ and the density is $27/42.875=0.63/a^3$. After equilibration with repeated redrawing of thermal momenta, 1200 starting states were collected. Each was propagated with the step above, $h=0.01t_0$, at $\gamma=0$ and at $\gamma=\pm0.25/t_0$. Half the difference of the two sheared stresses, divided by $-|\gamma|$, gives the direct response and removes terms even in $\gamma$. The unsheared runs give the Green–Kubo integral, averaged over time origins and three shear planes. Viscosities are in $kT\,t_0/a^3$, with standard errors:

| $t/t_0$ | sheared | Green–Kubo integral |
|---|---|---|
| 0.1 | 0.155 ± 0.002 | 0.150 ± 0.002 |
| 0.3 | 0.260 ± 0.007 | 0.249 ± 0.004 |
| 0.6 | 0.296 ± 0.015 | 0.299 ± 0.007 |
| 1.2 | 0.348 ± 0.017 | 0.324 ± 0.014 |

The moduli are $G_\infty=1.940\pm0.010$ and $V\langle P_{xy}^2\rangle/kT=1.909\pm0.020$, in $kT/a^3$. Their difference before rounding is $G_{\rm eq}=0.030\pm0.022$, not resolved from zero. At $t=1.2t_0$ the linear law would give a contribution of $0.030\times1.2=0.036$ to the sheared viscosity, comparable with the gap of $0.024$ in the last row. This is only a rough estimate. The image lattice is unchanged under $\epsilon\to\epsilon+1$ and $\mathcal F$ is even, so the equilibrium stress vanishes at $\epsilon=1/2$, and the tilt reached here, $\gamma t=0.3$, is not small on that scale. The data do not decide whether that gap is a finite-cell elastic effect, a nonlinear effect of the finite shear rate or sampling error.

The sampled stress correlation at $1.2t_0$ is 2.6% of its initial value. At this longest lag each run supplies only one time origin, and the remnant is comparable with its sampling error, so it does not show whether the integral is still rising. The value $\eta\approx0.32\,kT\,t_0/a^3$ is a finite-time estimate for this small cell, not a bulk limit. It defines a stress memory time $\eta/G_\infty=0.324/1.940=0.167t_0$. The product of shear rate and memory time is $0.25\times0.167=0.04$, which is small, as linear response requires.

With this viscosity the mean dissipated power is

$$\gamma^2\eta V=0.0625\times0.3238\times42.875=0.868\,kT/t_0 .$$

Over $1.2t_0$ a constant power of this size would supply $1.04\,kT$. The actual heating is smaller because $\eta(t)$ starts from zero: $\gamma^2V\int\eta\,ds$ with the Green–Kubo values gives $0.86\,kT$, and the sheared runs gain $0.90\pm0.02\,kT$. In the same rough linear estimate the elastic term would add $\gamma^2VG_{\rm eq}t^2/2\approx0.06\,kT$, with a statistical uncertainty of about $0.04\,kT$. At $0.6t_0$ the sheared runs give $\langle e^{-W/kT}\rangle=0.995\pm0.015$, consistent with a free energy that does not depend on the tilt. The test is not sharp: at $\epsilon=0.15$ the value $G_{\rm eq}=0.030\,kT/a^3$ would give $Z(\epsilon)/Z(0)=\exp(-VG_{\rm eq}\epsilon^2/2kT)\approx0.986$, which lies within the same error bar.
